# Median electromigration lifetime of ten thousand series elements

## Problem

An interconnect system contains $N=10\,000$ current-carrying elements in series: it fails as soon as one element fails. Electromigration, the drift of metal atoms driven by the electron current, gives each element a random lifetime $T_j$. The lifetimes are independent and share one lognormal distribution, with median $t_{50}$. The standard deviation of the natural logarithm $\ln T_j$ is $\sigma=0.3$.

(a) Find the ratio of the median system lifetime $t_{\rm sys}$ to $t_{50}$ for general $N$ and $\sigma$.

(b) Show, without a table of the normal distribution, that this ratio is 0.32 to two figures for the given values.

(c) A chip has 10,000 such elements, each with a median lifetime of 50 years at 378 K. Find the time by which half of a large set of such chips has failed, and the time by which 1% has failed.

(d) Determine how far the answer moves when the assumptions of identical elements, independence and a lognormal law are relaxed. Where an activation energy is needed, take $E_a=0.9$ eV.

## Solution

### (a) The median of the first failure

Let $F(t)$ be the probability that one element has failed by time $t$. The system survives to $t$ if all its elements do, and for independent elements the survival probabilities multiply:

$$S_{\rm sys}(t)=[1-F(t)]^N .$$

At the system median, $S_{\rm sys}=1/2$. Taking the $N$th root gives

$$F(t_{\rm sys})=p,\qquad p=1-2^{-1/N}. \tag{1}$$

For a lognormal lifetime, $\ln T_j$ is normal with mean $\ln t_{50}$, because the mean and median of a normal variable coincide and the logarithm preserves order. Hence

$$F(t)=\Phi\!\left(\frac{\ln(t/t_{50})}{\sigma}\right),\qquad
\Phi(u)=\int_{-\infty}^{u}\phi(s)\,ds,\qquad
\phi(s)=\frac{e^{-s^2/2}}{\sqrt{2\pi}} .$$

Since $\Phi$ increases steadily, it can be inverted. With $z=\Phi^{-1}(p)$, equation (1) becomes $\ln(t_{\rm sys}/t_{50})=\sigma z$, or

$$\boxed{\frac{t_{\rm sys}}{t_{50}}=e^{\sigma z},\qquad z=\Phi^{-1}\!\left(1-2^{-1/N}\right)} \tag{2}$$

For $N=1$, $p=1/2$ and $z=0$, so the ratio is 1. It also tends to 1 as $\sigma\to0$ at fixed $N$, since identical lifetimes leave no early failures to select. For $N>1$, $p<1/2$ and $z$ is negative: the system median is shorter than the element median.

### (b) The number

Write $x=\ln2/N=6.93147\times10^{-5}$, so that $p=1-e^{-x}$. For $u>0$ we have $1-u<e^{-u}<1$. Integrating from 0 to $x$ gives

$$x-\frac{x^2}{2}<p<x .$$

The two bounds differ by a few parts in $10^5$ of $x$, and $p=6.9312\times10^{-5}$. Half of the systems have failed when each element has a failure probability of only about 7 in 100,000.

Let $a=-z>0$. By the symmetry of the normal density,

$$p=\Phi(-a)=Q(a),\qquad Q(a)=\int_a^\infty\phi(s)\,ds .$$

An upper bound on $Q$ follows from $s/a>1$ inside the range of integration, together with $\phi'(s)=-s\phi(s)$:

$$Q(a)<\frac1a\int_a^\infty s\,\phi(s)\,ds=\frac{\phi(a)}{a}. \tag{3}$$

For a lower bound, differentiate

$$\begin{aligned}
\frac{d}{ds}\left[\phi(s)\left(\frac1s-\frac1{s^3}\right)\right]
&=-s\phi\left(\frac1s-\frac1{s^3}\right)+\phi\left(-\frac1{s^2}+\frac3{s^4}\right)\\
&=\phi\left(-1+\frac1{s^2}-\frac1{s^2}+\frac3{s^4}\right)
=-\phi\left(1-\frac3{s^4}\right).
\end{aligned}$$

Integrate from $a$ to infinity, where the bracket vanishes. Since $1-3/s^4<1$,

$$\phi(a)\left(\frac1a-\frac1{a^3}\right)=\int_a^\infty\phi(s)\left(1-\frac3{s^4}\right)ds<Q(a). \tag{4}$$

Now evaluate (4) at 3.75 and (3) at 3.85:

$$Q(3.75)>8.733\times10^{-5}>p,\qquad Q(3.85)<6.264\times10^{-5}<p .$$

Because $Q$ decreases with its argument, the solution of $Q(a)=p$ lies between these points, $3.75<a<3.85$. Equation (2) then gives

$$e^{-0.3\times3.85}<\frac{t_{\rm sys}}{t_{50}}<e^{-0.3\times3.75},
\qquad 0.3150<\frac{t_{\rm sys}}{t_{50}}<0.3247 .$$

Every number in this interval rounds to 0.32, which proves the statement. Direct inversion gives $z=-3.8106$ and

$$\frac{t_{\rm sys}}{t_{50}}=e^{0.3\times(-3.8106)}=e^{-1.1432}=0.3188 .$$

Drawing all the element lifetimes of 4,000 systems and taking the smallest in each gives a median ratio of 0.3186.

The natural logarithm matters here. If 0.3 were the standard deviation of $\log_{10}T_j$, then $\sigma$ in (2) would be $0.3\ln10$ and the ratio would be 0.072.

The dependence on $N$ is weak. The bounds (3) and (4) give $\ln Q(a)=-a^2/2$ plus terms that grow only as $\ln a$. Setting $Q(a)=p\simeq\ln2/N$ yields, to leading order for very large $N$, $a\simeq\sqrt{2\ln N}$. This form shows the trend only: at $N=10^4$ it gives 4.29 against the true 3.81, and a ratio of 0.276 against 0.319. The exponent $\sigma a$ grows more slowly than $\ln N$, and the ratio falls more slowly than any fixed inverse power of $N$.

### (c) The chip

The median chip lifetime is

$$t_{\rm sys}=50\ \text{years}\times0.3188=15.9\ \text{years}\quad(1.40\times10^5\ \text{h}).$$

For a failed fraction $q$ of chips, the survival condition is $[1-F(t_q)]^N=1-q$. The steps of part (a) then give

$$\frac{t_q}{t_{50}}=\exp\!\left\{\sigma\,\Phi^{-1}\!\left[1-(1-q)^{1/N}\right]\right\}.$$

For $q=0.01$ the element failure probability is $1.005\times10^{-6}$, its normal quantile is $-4.752$, and the ratio is 0.2403. Thus

$$t_{0.01}=50\ \text{years}\times0.2403=12.0\ \text{years}.$$

A requirement that at most 1% of chips fail within a given time is set by this value, not by the median.

### (d) Relaxing the assumptions

Each change below is made separately, with the other parameters held fixed. The sizes of the disturbances are chosen for illustration.

**Temperature.** Suppose that the element median follows the Arrhenius law $t_{50}\propto e^{E_a/kT}$ at fixed current density. If the whole chip runs at 388 K instead of 378 K, all lifetimes are multiplied by

$$\exp\!\left[\frac{E_a}{k}\left(\frac1{388\ \text K}-\frac1{378\ \text K}\right)\right]=0.491 .$$

The chip median drops to 7.8 years. The ratio (2) is unchanged because the element median falls by the same factor.

Temperature differences between elements do change the ratio. Let each element have its own constant temperature, drawn independently from a normal distribution with mean 378 K and standard deviation $s_T=2$ K. To first order,

$$\delta\ln t_{50}=-\frac{E_a}{kT^2}\,\delta T,\qquad
\sigma_T=\frac{E_a s_T}{kT^2}=0.146 .$$

This contribution is independent of the original scatter, so the variances add:

$$\sigma_{\rm tot}=\sqrt{0.3^2+0.146^2}=0.334 .$$

Equation (2) with $\sigma_{\rm tot}$ gives a ratio of 0.280. Averaging over temperature with the full Arrhenius law gives 0.281, so the linear step is adequate here.

**Shared variation.** Suppose that a fraction $\rho$ of the variance of $\ln T_j$ is common to all elements of one chip, as when a whole chip has a slightly thicker metal layer:

$$\ln T_j=\ln t_{50}+\sigma\left(\sqrt{\rho}\,Z_0+\sqrt{1-\rho}\,Z_j\right),$$

with independent standard normal variables $Z_0,Z_1,\dots,Z_N$. For a given $Z_0=y$ the elements are independent. Averaging their joint survival over $y$ gives the condition for the median ratio $r$:

$$\int_{-\infty}^{\infty}\phi(y)\left[1-\Phi\!\left(\frac{\ln r/\sigma-\sqrt{\rho}\,y}{\sqrt{1-\rho}}\right)\right]^N dy=\frac12 .$$

For $\rho=0.2$ the solution is $r=0.357$. At fixed total variance, less of the scatter is available for selecting the weakest element within a chip. In the limit $\rho=1$ all elements of a chip fail together and the ratio is 1. The gain is mostly in the median: for $\rho=0.2$ the ratio at 1% of chips failed moves only from 0.240 to 0.243, because the shared term also spreads the chip lifetimes.

**Unequal elements.** Let ten of the 10,000 elements have a median of $0.4\,t_{50}$ and the same $\sigma$. The median condition becomes

$$[1-F(t)]^{N-10}\,[1-F(t/0.4)]^{10}=\tfrac12,$$

and the ratio falls to 0.254. One weak element in a thousand thus shortens the chip median by about 20% relative to the uniform case, and the time to 1% of chips failed by about 34%.

In a sufficiently short line, the mechanical stress built up by the displaced atoms can stop their drift before failure. If half of the elements are protected in this way, $N$ becomes 5,000 and the ratio rises only to 0.336, in line with the weak dependence on $N$.

**The scatter and the tail.** From (2), $d\ln(t_{\rm sys}/t_{50})/d\sigma=z$ at fixed $N$, so an error in $\sigma$ is multiplied by about 3.8 in the exponent. The ratio is 0.39 for $\sigma=0.25$ and 0.26 for $\sigma=0.35$.

The form of the distribution also matters. For the sizes chosen here, replacing the lognormal law by a Weibull law changes the ratio more than the 2 K temperature spread, the shared variation with $\rho=0.2$, the ten weak elements or the change of $\sigma$ by 0.05. Take a Weibull law with the same element median,

$$1-F(t)=\exp\!\left[-\ln2\,(t/t_{50})^\beta\right].$$

The variable $E=\ln2\,(T_j/t_{50})^\beta$ is exponential with unit mean, and $\langle E^s\rangle=\Gamma(1+s)$. The variance of $\ln E$ is the second derivative of $\ln\Gamma(1+s)$ at $s=0$, which is $\sum_{n\ge1}n^{-2}=\pi^2/6$. Since $\ln T_j$ equals $(\ln E)/\beta$ plus a constant, equal logarithmic scatter requires

$$\beta=\frac{\pi}{\sigma\sqrt6}=4.275 .$$

Raising the survival to the power $N$ and setting it to 1/2 gives $N\ln2\,(t_{\rm sys}/t_{50})^\beta=\ln2$. Therefore

$$\frac{t_{\rm sys}}{t_{50}}=N^{-1/\beta}=0.116,$$

and the chip median is 5.8 years instead of 15.9 years. The two laws agree in median and logarithmic scatter but not in shape. The early tail, which decides the first failure, is much heavier for the Weibull law: at $t=0.3\,t_{50}$ the failed fraction of elements is 0.0040, against 0.000030 for the lognormal law. To expect even one failure below the quantile $p$, a life test needs about $1/p\approx14\,000$ elements. A smaller test must extrapolate. About 100 elements run to failure usually suffice to tell these two particular laws apart, because $\ln T_j$ is skewed for the Weibull law and symmetric for the lognormal one. Such a test does not probe the tail near $p$, however, and would usually miss one weak element in a thousand. The value 0.32 then rests on the assumed lognormal tail.

**Relation to real interconnects.** The activation energy, scatter and temperature are rough typical values for copper damascene lines; the 50-year median is a round choice. A large logic chip can contain far more than 10,000 interconnect segments, carrying different currents, so this example resembles a limited group of similarly stressed elements. Real elements are not identical: in this model a 2 K temperature spread alone lowers the chip median from 15.9 to about 14 years. Parallel vias may also let a circuit survive one failure, in which case the series condition does not apply. The remaining digits and intermediate values are in the numerical output.

## Table of computed values

```
Number of series elements N: 10000
Natural-log standard deviation sigma: 0.3
ln2/N: 6.93147e-05
Element failure probability p at system median: 6.93123e-05
Normal quantile z: -3.8106
Exponent sigma*z: -1.1432
Ratio system/element median, formula: 0.31880
Ratio from integrated density: 0.31880
Ratio from 4000 simulated systems: 0.3186
Lower tail bound at a=3.75: 8.734e-05
Upper tail bound at a=3.85: 6.263e-05
Proved bracket on ratio: 0.3151 to 0.3247
Ratio if 0.3 were a decimal-log deviation: 0.0719
--- Example ---
Element median at use: 50 years
Use temperature: 378 K; activation energy: 0.9 eV
Chip median: 15.94 years = 1.397e+05 h
Element probability at 1% chips failed: 1.0050e-06
Normal quantile there: -4.7524
Ratio at 1% chips failed: 0.2403
Time to 1% chips failed: 12.02 years
--- Neglected effects, one at a time ---
Chip 10 K hotter, factor on all medians: 0.4906
Chip median when hotter: 7.82 years
Element temperature standard deviation: 2.0 K
Its log-lifetime deviation: 0.1462
Total log-standard deviation: 0.3337
Ratio with temperature spread, linearized: 0.2804
Ratio with temperature spread, full Arrhenius: 0.2811
Ratio with shared variance part 0.2: 0.3568
Same, simulated: 0.3549
Ratio with 10 weak elements of relative median 0.4: 0.2538
Same, simulated: 0.2547
Ratio with half the elements immortal: 0.3360
Ratio for sigma 0.25: 0.3857
Ratio for sigma 0.35: 0.2635
Weibull shape beta of equal log deviation: 4.2752
Weibull ratio, formula: 0.1160
Weibull ratio, simulated: 0.1143
Chip median under Weibull law: 5.80 years
```
